# Direct-impact and stimulated amorphization: when the dose curve is sigmoidal, part 2

A thin, uniformly damaged crystalline layer is implanted with ions. The question is how strong damage-stimulated amorphization must be for the curve of amorphous fraction $f$ against dose $\Phi$ (ions per unit area) to be sigmoidal: bending first upward, then downward, with one inflection at positive dose on a linear dose axis. The model is

$$\frac{df}{d\Phi}=g(f),\qquad g(f)=(\sigma_a+\sigma_s f)(1-f). \tag{1}$$

Here $\sigma_a>0$ is the direct-impact cross section and $\sigma_s\ge0$ the stimulated one. Both are constant unless stated otherwise, $k=\sigma_a+\sigma_s$, and amorphous material is assumed not to recrystallize. Areas are in $\mathrm{nm^2}$ and doses in $\mathrm{nm^{-2}}$, with $1\ \mathrm{nm^{-2}}=10^{14}\ \mathrm{cm^{-2}}$. A prime on $f$ means a derivative with respect to dose, and a prime on $g$ a derivative with respect to $f$. The initial fraction is $f_0$, zero for a perfect crystal, and

$$C=\frac{\sigma_a+\sigma_s f_0}{1-f_0}. \tag{2}$$

A first derivation, by separation of variables, gave for $f_0=0$

$$f(\Phi)=1-\frac{k}{\sigma_s+\sigma_a e^{k\Phi}}, \tag{5}$$

with the large-dose tail law

$$1-f\simeq\frac{k}{\sigma_a}\,e^{-k\Phi}. \tag{10}$$

From the sign of $f''=g'(f)\,g(f)$, the curve of a perfect crystal is sigmoidal if and only if

$$\sigma_s>\sigma_a. \tag{12}$$

The inflection, at dose $\Phi_*$, then lies at the fraction

$$f_*=\frac{\sigma_s-\sigma_a}{2\sigma_s}, \tag{13}$$

where the slope has its greatest value, $k^2/(4\sigma_s)$. A damaged layer has an inflection only if $f_0<f_*$.

The examples use the illustrative value $\sigma_a=0.05\ \mathrm{nm^2}$, with $\sigma_s=1.00\ \mathrm{nm^2}$ in the strong case and $0.10\ \mathrm{nm^2}$ in the weak case, and $f_0=0$ unless stated otherwise. The same results are now derived without separating variables and without using $g'$, and the assumptions of the two routes are compared.

### The reciprocal of the crystalline fraction

The rate equation is quadratic in $f$, but it becomes linear in the variable

$$w=\frac{1}{1-f}. \tag{17}$$

This variable starts at $w_0=1/(1-f_0)$ and grows without bound as the layer becomes amorphous. Its derivative is

$$\frac{dw}{d\Phi}=\frac{1}{(1-f)^2}\frac{df}{d\Phi}=\frac{\sigma_a+\sigma_s f}{1-f}.$$

The sign is positive because the minus sign from differentiating the reciprocal cancels the one from differentiating $1-f$. One factor $1-f$ of the rate has cancelled as well. From equation (17), $f=1-1/w$, so the numerator is $\sigma_a+\sigma_s-\sigma_s/w=k-\sigma_s/w$. Dividing by $1-f$ is the same as multiplying by $w$, and therefore

$$\frac{dw}{d\Phi}=k\,w-\sigma_s. \tag{18}$$

To solve this equation, multiply by $e^{-k\Phi}$ and move the term in $w$ to the left:

$$e^{-k\Phi}\frac{dw}{d\Phi}-k\,e^{-k\Phi}w=\frac{d}{d\Phi}\left(w\,e^{-k\Phi}\right)=-\sigma_s e^{-k\Phi}.$$

Integration from $0$ to $\Phi$ gives

$$w\,e^{-k\Phi}-w_0=-\frac{\sigma_s}{k}\left(1-e^{-k\Phi}\right).$$

Multiplication by $e^{k\Phi}$ then yields

$$w=\frac{\sigma_s}{k}+\left(w_0-\frac{\sigma_s}{k}\right)e^{k\Phi}.$$

The coefficient of the exponential is

$$w_0-\frac{\sigma_s}{k}=\frac{k-\sigma_s(1-f_0)}{k(1-f_0)}=\frac{\sigma_a+\sigma_s f_0}{k(1-f_0)}=\frac Ck .$$

The solution is therefore

$$w=\frac{\sigma_s+C\,e^{k\Phi}}{k},\qquad f=1-\frac1w=1-\frac{k}{\sigma_s+C\,e^{k\Phi}}. \tag{19}$$

For $f_0=0$ this is the result of the first derivation.

### The inflection as a balance of two terms

Write $w=a+b\,e^{k\Phi}$ with $a=\sigma_s/k$ and $b=C/k$. Then $w'=k(w-a)$ and $w''=k^2(w-a)$. Since $f=1-1/w$, two differentiations give

$$f'=\frac{w'}{w^2},\qquad f''=\frac{w''}{w^2}-\frac{2w'^2}{w^3}.$$

Inserting the derivatives of $w$ and taking out the common factor gives

$$f''=\frac{k^2(w-a)}{w^3}\left[w-2(w-a)\right]=\frac{k^2(w-a)(2a-w)}{w^3}. \tag{20}$$

The difference $w-a=b\,e^{k\Phi}$ is positive, and so is $w$. The sign of the curvature is therefore the sign of $2a-w=a-b\,e^{k\Phi}$, or, after multiplication by $k$, of

$$\sigma_s-C\,e^{k\Phi}.$$

The curve bends upward while the constant term in the denominator of equation (19) exceeds the growing one, and it bends downward afterwards. The growing term starts at $C$ and increases steadily, so there is one crossing at positive dose if $\sigma_s>C$ and none otherwise. For the perfect crystal $C=\sigma_a$, and the condition is again $\sigma_s>\sigma_a$. For a damaged layer, $\sigma_s>C$ means $\sigma_s(1-f_0)>\sigma_a+\sigma_s f_0$. This rearranges to $f_0<(\sigma_s-\sigma_a)/(2\sigma_s)=f_*$, in agreement with the first route.

### One curve seen through different windows

For $\sigma_s>0$, define $\Phi_*$ by $C\,e^{k\Phi_*}=\sigma_s$, whatever its sign. Then $C\,e^{k\Phi}=\sigma_s e^{y}$ with $y=k(\Phi-\Phi_*)$, and equation (19) becomes

$$f=1-\frac{k}{\sigma_s}\,\frac{1}{1+e^{y}}.$$

The identity $1/(1+e^y)=\tfrac12[1-\tanh(y/2)]$ and the relation $1-k/(2\sigma_s)=f_*$ give

$$f=f_*+\frac{k}{2\sigma_s}\tanh\frac{k(\Phi-\Phi_*)}{2}. \tag{21}$$

Every stimulated curve in this model is thus a piece of a hyperbolic tangent, which is antisymmetric about its centre. Implantation starts at $\Phi=0$ and shows only the part to the right of that point. If $\Phi_*>0$ the centre is visible and the curve is sigmoidal. If $\Phi_*\le0$ the centre lies at or before the start, and only the part that bends downward is seen. A stimulated cross section between zero and $\sigma_a$ does change the curve, but it leaves the centre outside the window.

Within the model, a measured inflection determines both cross sections. Solving $f_*=(1-1/s)/2$ for $s=\sigma_s/\sigma_a$ gives

$$s=\frac{1}{1-2f_*},\qquad k=\frac{\ln s}{\Phi_*}, \tag{22}$$

for an initially perfect crystal. In the strong case $f_*=0.475$ gives $s=1/0.05=20$, and $\Phi_*=2.853\ \mathrm{nm^{-2}}$ gives $k=1.05\ \mathrm{nm^2}$, as it must. The ratio is sensitive to errors, however. If $f_*$ were read as $0.465$ or $0.485$, the result would be $s=14$ or $s=33$. When $f_*$ is close to one half, a slope should be measured as well. The initial slope $\sigma_a$ serves, and so does the greatest slope, whose product with $\Phi_*$ is $(1+s)\ln s/(4s)$; in the strong case an error of 5 per cent in the greatest slope gives $s=17$ or $s=24$.

The dose $\Phi_*$ alone does not measure the strength of stimulation. For fixed $\sigma_a$ it equals $\ln s/[\sigma_a(1+s)]$, which vanishes at $s=1$ and again as $s\to\infty$. It is $4.62\ \mathrm{nm^{-2}}$ in the weak case, $s=2$, and $2.85\ \mathrm{nm^{-2}}$ in the strong case, $s=20$.

### What separation needs, and what it allows

The first derivation needs a rate that depends on dose only through $f$. It makes little use of the particular form of that dependence. For any smooth positive $g(f)$, separation gives $\Phi=\int_{f_0}^{f}df'/g(f')$, where $f'$ is here only the integration variable, and the curvature is $g'(f)g(f)$. The curve starts by bending upward if $g'(f_0)>0$.

This shows how far condition (12) depends on stimulation being linear in $f$. Suppose that two damaged neighbours are needed, so that the stimulated term is $\sigma_s f^2$. Then

$$g=(\sigma_a+\sigma_s f^2)(1-f),\qquad g'=-\sigma_a+2\sigma_s f-3\sigma_s f^2 .$$

At $f=0$ this is $-\sigma_a$, so the curve of a perfect crystal starts by bending downward however large $\sigma_s$ is. The largest value of $g'$ occurs at $f=1/3$ and equals $\sigma_s/3-\sigma_a$. For $\sigma_s>3\sigma_a$ the curve has two inflections, first from downward to upward and then back. The threshold $\sigma_s=\sigma_a$ belongs to linear stimulation.

Recovery between impacts can be treated in the same way. If amorphous regions recrystallize at a frequency $\nu$ and ions arrive with flux $J$, the loss per unit dose is $\rho f$ with $\rho=\nu/J$, and

$$g=(\sigma_a+\sigma_s f)(1-f)-\rho f,\qquad g'(0)=\sigma_s-\sigma_a-\rho .$$

The fraction now saturates below one, at the zero $f_\infty$ of $g$. Since $g(0)=\sigma_a>0$ and $g$ is either linear or a parabola open downward, $g'$ is negative at $f_\infty$. The curve from a perfect crystal is therefore sigmoidal if and only if $\sigma_s>\sigma_a+\rho$. If $\nu$ and the two cross sections do not change with the flux, a lower flux raises $\rho$ and can remove the inflection.

### What the linear equation needs, and what it allows

The second derivation depends on the particular form of $g$. Equation (18) is linear because the rate is quadratic in $f$ and $w$ is the reciprocal distance from a fixed zero of the rate, here $f=1$. With constant recovery the variable $1/(f_\infty-f)$ does the same service, whereas the term $\sigma_s f^2$ considered above makes the equation for $w$ nonlinear. In return, the cross sections need not be constant. The steps leading to equation (18) did not differentiate them, so it holds for functions $\sigma_a(\Phi)$ and $\sigma_s(\Phi)$ as well. With $K(\Phi)=\int_0^\Phi k(x)\,dx$, the integrating factor $e^{-K}$ gives, for $w_0=1$,

$$w=e^{K(\Phi)}\left[1-\int_0^\Phi\sigma_s(x)\,e^{-K(x)}dx\right].$$

Separation fails in this situation unless both cross sections vary by a common factor.

The condition for initial upward bending changes too. Differentiating the rate equation with variable cross sections and setting $f=0$ and $f'=\sigma_a$ at zero dose gives

$$f''(0)=\sigma_a'(0)+\sigma_a(0)\left[\sigma_s(0)-\sigma_a(0)\right]. \tag{23}$$

A direct cross section that grows with dose can produce an upward bend without stimulation. For $\sigma_s=0$ and $\sigma_a=\beta\Phi$ with constant $\beta>0$, one finds $w=e^{\beta\Phi^2/2}$ and hence

$$f=1-e^{-\beta\Phi^2/2},\qquad f''=\beta\,(1-\beta\Phi^2)\,e^{-\beta\Phi^2/2}.$$

This curve is sigmoidal, with its inflection at $\Phi=1/\sqrt\beta$. An observed sigmoid is thus consistent with $\sigma_s>\sigma_a$, but it proves that inequality only if the model with constant cross sections is known to apply.

### What both derivations assume

Both routes start from an equation for a mean fraction. To see what this leaves out, divide the layer into $N$ sites, $n$ of them amorphous, and let each crystalline site convert at random with probability $\sigma_a+\sigma_s n/N$ per unit dose. Now $f=n/N$ fluctuates. Each conversion raises it by $1/N$, and conversions occur at the rate $N g(f)$, so the mean $m=\langle f\rangle$ obeys $dm/d\Phi=\langle g(f)\rangle$. Since $g$ is quadratic with leading coefficient $-\sigma_s$, and $\langle f^2\rangle=m^2+V$ with $V$ the variance of $f$,

$$\frac{dm}{d\Phi}=g(m)-\sigma_s V. \tag{24}$$

The rate equation neglects the last term. Its size follows from the equation for $V$. One conversion changes $f^2$ by $2f/N+1/N^2$, so $d\langle f^2\rangle/d\Phi=2\langle fg\rangle+\langle g\rangle/N$. Subtracting $dm^2/d\Phi=2m\langle g\rangle$ leaves

$$\frac{dV}{d\Phi}=2\langle(f-m)\,g(f)\rangle+\frac{\langle g\rangle}{N}.$$

Because $\langle f-m\rangle=0$, $g(f)$ may be replaced by $g(f)-g(m)=(f-m)[\sigma_s-\sigma_a-\sigma_s(f+m)]$. The bracket is at most $\sigma_s-\sigma_a$, so

$$\frac{dV}{d\Phi}\le2(\sigma_s-\sigma_a)V+\frac{g_{\max}}{N},$$

where $g_{\max}$ is the largest value of $g$ between $f=0$ and $f=1$. Starting from $V=0$, the variance at a fixed dose is bounded by a constant divided by $N$, and the correction to the rate equation vanishes at least as fast as $1/N$.

For the strong case at $\Phi_*$, the master equation for $N=400$, $800$ and $1600$ sites gives mean fractions below the rate-equation value by $0.0056$, $0.0028$ and $0.0014$. Relative to $f_*=0.475$ these are 1.2, 0.6 and 0.3 per cent, and the last doubling of $N$ reduces the gap by a factor of $1.99$. The sign agrees with the negative term in equation (24).

In this picture every amorphous site stimulates every crystalline site equally. If stimulation acts only across the boundaries of amorphous zones, the rate depends on the boundary area, which $f$ alone does not determine. A large $N$ does not cure that defect.

### The dose axis

The condition $\sigma_s>\sigma_a$ refers to a linear dose axis. With $x=\ln\Phi$ one has $df/dx=\Phi f'$ and $d^2f/dx^2=\Phi f'+\Phi^2f''$. For direct impact alone, $f'=\sigma_a e^{-\sigma_a\Phi}$ and $f''=-\sigma_a^2e^{-\sigma_a\Phi}$, so

$$\frac{d^2f}{dx^2}=\sigma_a\Phi\,(1-\sigma_a\Phi)\,e^{-\sigma_a\Phi}.$$

This changes sign at $\Phi=1/\sigma_a$, which is $20\ \mathrm{nm^{-2}}$ or $2\times10^{15}\ \mathrm{cm^{-2}}$ for $\sigma_a=0.05\ \mathrm{nm^2}$. A curve with no stimulation is S-shaped when plotted against the logarithm of the dose. The inflection to which condition (12) refers must therefore be looked for on a linear axis. The numerical output lists the number of inflections on a linear axis for all five stimulated cross sections, including zero, and tabulates $f$ against dose for four of them.

## Computed values

```
Direct cross section sa = 0.050 nm^2
1 nm^-2 = 1.0e+14 cm^-2
strong: ss = 1.000 nm^2, inflections found: 1
  k = 1.050 nm^2, ss/sa = 20.0
  inflection dose = 2.8531 nm^-2 = 2.853e+14 cm^-2
  same from numerical curvature = 2.8531 nm^-2
  fraction at inflection = 0.4750
  greatest slope = 0.27563 nm^2
  greatest/initial slope = 5.5125
weak: ss = 0.100 nm^2, inflections found: 1
  k = 0.150 nm^2, ss/sa = 2.0
  inflection dose = 4.6210 nm^-2 = 4.621e+14 cm^-2
  same from numerical curvature = 4.6210 nm^-2
  fraction at inflection = 0.2500
  greatest slope = 0.05625 nm^2
  greatest/initial slope = 1.1250
marginal: ss = 0.050 nm^2, inflections found: 0
sub-threshold: ss = 0.025 nm^2, inflections found: 0
direct only: ss = 0.000 nm^2, inflections found: 0
strong: dose for f = 0.1: 1.1466 nm^-2 = 1.147e+14 cm^-2
strong: dose for f = 0.5: 2.9438 nm^-2 = 2.944e+14 cm^-2
strong: dose for f = 0.9: 4.9972 nm^-2 = 4.997e+14 cm^-2
direct only: dose for f = 0.1: 2.1072 nm^-2 = 2.107e+14 cm^-2
direct only: dose for f = 0.5: 13.8629 nm^-2 = 1.386e+15 cm^-2
direct only: dose for f = 0.9: 46.0517 nm^-2 = 4.605e+15 cm^-2
strong, f0 = 0.2: inflection dose = 1.1078 nm^-2
strong, f0 = 0.6: inflections found: 0
Initial curvature, strong = 0.04750 nm^4
strong, 1-f at 15 nm^-2: numerical 3.0344e-06, tail law 3.0345e-06
direct only, log axis: inflection at 20.000 nm^-2; 1/sa = 20.000 nm^-2
N = 400 sites: mean f minus rate-equation f = -0.005554
N = 800 sites: mean f minus rate-equation f = -0.002799
N = 1600 sites: mean f minus rate-equation f = -0.001405
Gap ratio on doubling N (800 to 1600) = 1.992
f at dose (nm^-2): strong, weak, marginal, direct only
  1.0: 0.0813, 0.0512, 0.0500, 0.0488
  2.0: 0.2544, 0.1044, 0.0997, 0.0952
  3.0: 0.5154, 0.1593, 0.1489, 0.1393
  4.0: 0.7577, 0.2151, 0.1974, 0.1813
  6.0: 0.9628, 0.3273, 0.2913, 0.2592
 10.0: 0.9994, 0.5372, 0.4621, 0.3935
```
